# Counting saddles on a periodic potential and why each one matters

## Problem

An adatom moves over a crystal surface in a potential $V(x,y)$ that repeats from cell to cell. Assume that $V$ is twice continuously differentiable and that every stationary point is nondegenerate: its Hessian $H$, the matrix of second derivatives, has $\det H\neq0$. Each stationary point is counted once per cell.

(a) Show that a potential with two minima and one maximum per cell must have three saddles.

(b) Raise an energy level $E$ from below and follow the region $V<E$. What does each saddle do to it?

(c) Examine $f=\sin\theta_1+\sin\theta_2-\sin(\theta_1+\theta_2)$, with both angles of period $2\pi$. What does it say about the nondegeneracy condition?

(d) Suppose each saddle joins a minimum of type A to one of type B. Derive the diffusion tensor from the hop rates, and find what is lost when a saddle search misses a saddle.

(e) Apply the results to the model oxygen adatom defined below, at 500 K.

Atomic units are used in the algebra, so $\hbar=1$; $T$ stands for the thermal energy $k_BT$ in formulas.

## Solution

### (a) The count

**Finitely many points.** Write $\mathbf g=\nabla V$. Where $\mathbf g=0$ and $\det H\neq0$, the inverse function theorem makes $\mathbf g$ one-to-one nearby, so the stationary point is isolated. The closed cell is compact; infinitely many stationary points would accumulate at a point that is stationary but not isolated. Their number is therefore finite.

**Turns of the gradient near one point.** On a small circle $\mathbf r=\mathbf r_0+\boldsymbol\rho$,

$$\mathbf g=H\boldsymbol\rho+\mathbf e,\qquad |\mathbf e|/|\boldsymbol\rho|\to0 .$$

Since $|H\boldsymbol\rho|\ge m|\boldsymbol\rho|$, with $m>0$ the smallest absolute eigenvalue of $H$, a small enough circle has $|\mathbf e|<|H\boldsymbol\rho|$. The field $H\boldsymbol\rho+s\mathbf e$ then never vanishes for $0\le s\le1$. Its number of turns around the circle is an integer that varies continuously with $s$, so it is constant. We may count the turns of $H\boldsymbol\rho$ instead.

Take right-handed axes along the eigenvectors of $H$, with eigenvalues $\lambda_1,\lambda_2$. On the circle,

$$H\boldsymbol\rho=\rho(\lambda_1\cos t,\ \lambda_2\sin t).$$

The sizes of the eigenvalues can be changed continuously to one without producing a zero. Three cases remain:

- Minimum: $(\cos t,\sin t)$ has angle $t$, giving $+1$ turn.
- Maximum: $(-\cos t,-\sin t)$ has angle $t+\pi$, giving $+1$ turn.
- Saddle: $(-\cos t,\sin t)$ has angle $\pi-t$, giving $-1$ turn. Interchanging the signs adds $\pi$ to the angle and changes nothing.

The Morse index $\mu$ is the number of negative eigenvalues, so the winding is $(-1)^\mu$.

**Adding the windings.** Shift the cell so that no stationary point lies on its edge. This is possible because each of the two components of the offset, measured along the cell edges, has only finitely many forbidden values. Remove a small disc around each stationary point. On what remains, $|\mathbf g|$ has a positive lower bound, and the region can be cut into pieces so small that the direction of $\mathbf g$ varies by less than $\pi$ within each. On each piece the angle is single-valued and its net change around the boundary is zero. In the sum over pieces, shared edges cancel because they are traversed in opposite senses. What survives is

$$\text{winding along the cell edge}=\sum_{\text{points}}(-1)^\mu .$$

**Periodicity.** Corresponding points on opposite edges carry the same $\mathbf g$, but a circuit of the cell traverses these edges in opposite senses. Their angle changes cancel in pairs, and the left side is zero:

$$N_{\min}-N_{\rm sad}+N_{\max}=0 .$$

For $N_{\min}=2$ and $N_{\max}=1$ this gives $N_{\rm sad}=3$. The argument fixes the number of saddles, not their energies, which may coincide.

### (b) What the saddles do

Identifying opposite edges turns the cell into a torus. If no stationary energy lies between two levels, the flow $d\mathbf r/ds=-\nabla V/|\nabla V|^2$ lowers $V$ at unit rate in the band between them and slides the upper boundary onto the lower one. The band is then a collar around the lower region, and adding it changes the region's size but not its topology. The shape can change only at stationary energies, where the quadratic form of $V$ determines the change.

The bookkeeping uses the Euler number $\chi$, which is vertices minus edges plus faces of any division into polygons. It obeys $\chi(X\cup Y)=\chi(X)+\chi(Y)-\chi(X\cap Y)$. A disc has $\chi=1$ and a circle has $\chi=0$.

- A minimum adds a separate disc: $\Delta\chi=+1$.
- At a saddle, $V\approx E_s-u^2+v^2$ in scaled coordinates. Below $E_s$ there are two separated sectors along the $u$ axis; above it a strip connects them. The strip meets the old region in two end pieces: $\Delta\chi=1-2=-1$.
- A maximum fills a hole with a disc attached along its circular rim: $\Delta\chi=1-0=+1$.

The completed torus is one face whose edges are glued into two, with all corners glued into one vertex, so $\chi=1-2+1=0$. This is the sum rule of part (a), read as a construction of the surface.

Now let the saddle energies differ. A strip either joins two separate parts or has both ends on one part, in which case it opens a loop. The single maximum is the highest stationary point, since any other point reaching the highest energy would also be a maximum. Just below it the region is a torus with one disc removed, which is connected. Two minima must therefore have been joined by one saddle, and the other two saddles opened loops. The punctured torus can be shrunk onto the glued cell edges, two circles that run along the two lattice directions. The two loops thus provide two independent ways of leaving the cell.

### (c) A degenerate case

The conditions $\partial f/\partial\theta_1=\partial f/\partial\theta_2=0$ read

$$\cos\theta_1=\cos\theta_2=\cos(\theta_1+\theta_2).$$

The first equality requires $\theta_2=\pm\theta_1$. With the minus sign, $\cos\theta_1=1$, which is the origin. With the plus sign and $c=\cos\theta_1$,

$$2c^2-1=c,\qquad (c-1)(2c+1)=0,$$

so $\theta_1=\theta_2=0$, $2\pi/3$ or $4\pi/3$. At $2\pi/3$ the second derivatives are $f_{11}=f_{22}=-\sqrt3$ and $f_{12}=-\sqrt3/2$, with determinant $3-3/4=9/4>0$: a maximum. Because $f(-\boldsymbol\theta)=-f(\boldsymbol\theta)$, the point $4\pi/3$ is a minimum.

At the origin the linear terms cancel, and the cubic terms give

$$f\approx-\tfrac16\left[\theta_1^3+\theta_2^3-(\theta_1+\theta_2)^3\right]=\tfrac12\,\theta_1\theta_2(\theta_1+\theta_2).$$

The sign changes across three lines, so three valleys and three ridges meet: a monkey saddle. The cancellation along the cell edge needs only isolated stationary points, so the windings still add to zero and this point has winding $-2$. A nondegenerate potential with one minimum and one maximum needs two saddles; here one degenerate point takes the place of both. The sum of windings survives degeneracy, but the count of ordinary saddles does not. A potential obtained by relaxing the adatom height can also have kinks where the relaxed height jumps, and the theorem does not cover those.

### (d) Hop rates and diffusion

**Diffusion tensor.** Assume that the adatom settles in each well before it hops again, so that successive hops are independent. Let $p_A+p_B=1$ be the equilibrium populations. Saddle $i$ has rate $k_i$ from A to B, rate $k_i'$ back, and hop vector $\mathbf d_i$ from A to B. Detailed balance defines the flux

$$w_i=p_Ak_i=p_Bk_i' .$$

Write the occupations as $p_Au_Ae^{i\mathbf q\cdot\mathbf r}$ and $p_Bu_Be^{i\mathbf q\cdot\mathbf r}$. With $W=\sum_iw_i$ and $S=\sum_iw_ie^{i\mathbf q\cdot\mathbf d_i}$, gain minus loss gives

$$p_A\dot u_A=Su_B-Wu_A,\qquad p_B\dot u_B=S^*u_A-Wu_B .$$

For decay as $e^{-\lambda t}$, a nonzero solution requires

$$(W-\lambda p_A)(W-\lambda p_B)=|S|^2 .$$

For slow variation in space, the small root follows by dropping $\lambda^2$: $\lambda=(W^2-|S|^2)/W$. Expanding

$$|S|^2=\sum_{ij}w_iw_j\cos[\mathbf q\cdot(\mathbf d_i-\mathbf d_j)]$$

to second order and comparing $\lambda$ with the diffusion law $\lambda=\mathbf q^TD\,\mathbf q$ gives

$$D=\frac1W\sum_{i<j}w_iw_j(\mathbf d_i-\mathbf d_j)(\mathbf d_i-\mathbf d_j)^T .$$

Each $\mathbf d_i-\mathbf d_j$ is a lattice vector, because it connects two B sites. With one saddle the sum is empty: the adatom rattles between A and B. With two whose hop vectors differ, it moves along one line. Three saddles give motion in the plane if the differences $\mathbf d_i-\mathbf d_j$ are not all parallel.

**Rate.** Transition-state theory divides the one-way thermal flux across a line through the saddle by the basin population. For adatom mass $M$,

$$k=\sqrt{\frac{T}{2\pi M}}\;\frac{\int_{\rm line}e^{-V/T}ds}{\int_{\rm basin}e^{-V/T}d^2r}.$$

Let $\kappa_1,\kappa_2$ be the Hessian eigenvalues at the minimum and $\kappa_s$ the positive one at the saddle. In the harmonic approximation the integrals are $e^{-E_s/T}\sqrt{2\pi T/\kappa_s}$ and $e^{-E_A/T}\,2\pi T/\sqrt{\kappa_1\kappa_2}$. The factors of $T$ outside the exponentials cancel:

$$k=\frac1{2\pi}\sqrt{\frac{\kappa_1\kappa_2}{M\kappa_s}}\;e^{-(E_s-E_A)/T}.$$

### (e) The model adatom

The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$, with $a=2.80$ Å and $\mathbf r=(\theta_1\mathbf a_1+\theta_2\mathbf a_2)/2\pi$. The potential is

$$\begin{aligned}V={}&A_1\cos\theta_1+A_2\cos\theta_2+A_3\cos(\theta_1+\theta_2)+Bf\\&+C[\cos(\theta_1-\theta_2)+\cos(\theta_1+2\theta_2)+\cos(2\theta_1+\theta_2)],\end{aligned}$$

with $f$ from part (c), $A_i=0.28,\,0.30,\,0.32$ eV, $B=0.03$ eV and $C=-0.06$ eV. The unequal $A_i$ imitate a weak disturbance of the threefold symmetry; the cell shape is held fixed. The mass is 16 u.

Newton's method applied to $\nabla V=0$ from a grid of starting points gives the following, with energies from the lowest minimum. The last column describes $V<E$ just above each point.

| Point | $E$ (eV) | Hessian eigenvalues (eV/Å²) | $\chi$, parts, loops |
|---|---|---|---|
| Minimum A | 0.000 | 3.458, 3.712 | 1, 1, 0 |
| Minimum B | 0.156 | 2.912, 3.210 | 2, 2, 0 |
| Saddle 1 | 0.433 | −2.625, 3.710 | 1, 1, 0 |
| Saddle 2 | 0.473 | −2.798, 3.612 | 0, 1, 1 |
| Saddle 3 | 0.513 | −2.968, 3.511 | −1, 1, 2 |
| Maximum | 1.429 | −1.325, −1.092 | 0, 1, 2 |

Saddle 1 joins the basins; saddles 2 and 3 open the loops. Their spacing of 0.04 eV has a simple origin. At the undisturbed bridge positions, one first-shell cosine is $+1$ and the other two are $-1$, giving $2A_i-(A_1+A_2+A_3)$, while the other terms are equal for all three. Steps of 0.02 eV in $A_i$ become steps of 0.04 eV, apart from the small effect of the saddles' displacement.

For saddle 1, the thermal energy 0.04309 eV gives

$$k_1=\frac1{2\pi}\sqrt{\frac{3.458\times3.712}{3.710}\,\frac{\text{eV/Å}^2}{16\ \text{u}}}\;e^{-0.4333/0.04309}.$$

The prefactor is $7.27\times10^{12}$ s⁻¹ and the exponential is $4.29\times10^{-5}$, so $k_1=3.12\times10^8$ s⁻¹. The other rates from A are $k_2=1.26\times10^8$ and $k_3=0.506\times10^8$ s⁻¹.

Steepest descent from both sides of each saddle gives hop vectors $(1.353,-0.807)$, $(-0.047,1.618)$ and $(-1.447,-0.807)$ Å. Their differences are lattice vectors:

$$\mathbf d_1-\mathbf d_2=\mathbf a_1-\mathbf a_2,\quad \mathbf d_1-\mathbf d_3=\mathbf a_1,\quad \mathbf d_2-\mathbf d_3=\mathbf a_2 .$$

The populations are proportional to the harmonic basin integrals of part (d), which gives $p_A=0.9694$. The fluxes are $w_i=3.02,\,1.22,\,0.491$ in units of $10^8$ s⁻¹, and $W=4.73$. The coefficients $w_iw_j/W$ for the pairs 12, 13 and 23 are 0.778, 0.314 and 0.126. Hence, in $10^8$ Å²/s,

$$D_{xx}=4.23,\qquad D_{yy}=5.32,\qquad D_{xy}=-2.21 .$$

The eigenvalues are $7.05\times10^{-8}$ and $2.50\times10^{-8}$ cm²/s.

If saddle 3 is missed, with the other fluxes held fixed, one coefficient remains: $w_1w_2/(w_1+w_2)=0.868\times10^8$ s⁻¹. Multiplied by $a^2=7.84$ Å², it gives $6.81\times10^{-8}$ cm²/s along $\mathbf a_1-\mathbf a_2$ and zero across it. The larger principal diffusion constant falls by 3.5%, while the smaller one falls to zero. The first change is small only because saddle 3 carries the smallest flux. Missing saddle 2 leaves $w_1w_3a^2/(w_1+w_3)=3.31\times10^{-8}$ cm²/s, and missing saddle 1 leaves $w_2w_3a^2/(w_2+w_3)=2.74\times10^{-8}$ cm²/s, less than half the true larger value. The sum rule exposes the omission, since $2-2+1=1$. It would not expose a missed minimum together with a missed saddle, or a spurious pair of this kind in a learned potential. It also says nothing about whether the learned energies are right.

**Neglected effects.** Evaluating the flux integrals numerically instead of harmonically multiplies $k_1$ by 0.967; the line extended 1.0 Å to each side of the saddle, and the basin was a disc of radius 0.8 Å. The other two rates and both principal diffusion constants fall by about 3% as well, so their third digit belongs to the harmonic approximation.

Quantum motion changes each harmonic partition function by $x/\sinh x$, where $x=\omega/2T$ and $\omega=\sqrt{|\kappa|/M}$. The two well modes enter the rate inversely, the stable saddle mode directly. For the unstable mode, the transmission $1/(1+e^{-2\pi\epsilon/\omega})$ at energy $\epsilon$ from the barrier top, averaged thermally, gives $x/\sin x$. Together they multiply $k_1$ by 1.036. The last factor diverges at $T=\omega/2\pi$, or 48 K, far below 500 K. For an assumed friction rate $\gamma=10^{12}$ s⁻¹, and with $\omega$ that of the unstable mode, the Kramers factor $\sqrt{1+(\gamma/2\omega)^2}-\gamma/2\omega$ is 0.988.

That factor counts only recrossing at the barrier top and assumes that the adatom settles in the well it enters. With friction this weak the assumption fails: $1/\gamma=1$ ps is about seven vibration periods in well A, so an adatom that has just crossed can return, or run on into another well, before it loses its excess energy. Returns can lower the rate well below the transition-state value, and long jumps make successive hops dependent. The rates and diffusion constants above are therefore transition-state estimates for independent hops; at weak friction they need a dynamical correction, which is not calculated here. Its size can be judged from the energy lost in one period near the barrier, roughly $0.43\ \text{eV}/7\approx0.06$ eV, only about $1.4\,T$. At this friction the correction amounts to tens of percent, far more than the 1% of the Kramers factor.

**The real case.** The spacing of 0.28 nm and the barriers of roughly half an electronvolt are chosen model values and describe no particular metal. On an undisturbed face with threefold symmetry the three fluxes are equal and diffusion is isotropic; the anisotropy found here comes from the chosen $A_i$. The model also treats a lone adatom. If sites are occupied independently, the chance that at least one of the six nearest A sites, at distance $a$ and with coverage counted per A site, is filled is $1-0.99^6=0.059$ at 1% coverage, but $1-0.9^6=0.47$ at 10%. During oxidation, interactions can therefore matter for a large share of hops. An interaction or a fitting error that lowers one barrier by 0.05 eV multiplies its rate by $e^{0.05/0.04309}=3.2$, far more than the anharmonic and quantum corrections above.
